\section*{Electronic friction at the end and in the bulk of a chain}

\section*{Question}

A tight-binding chain has one orbital per site, nearest-neighbour hopping $J>0$ and band energy $E=-2J\cos k$, with $k$ in radians per site. Its electrons are independent, have two spin states, and half fill the band at zero temperature, so the Fermi energy is $E=0$. A slow ion, treated as a classical particle with coordinate $x(t)$, changes the energy of one site $s$ by $Fx(t)$, where $F$ is constant and $|Fx|\ll J$. Nothing else in the chain depends on $x$.

\begin{enumerate}
\item[(a)] Let $x=x_0\cos\omega t$. Find the power absorbed by the electrons. Deduce the coefficient $\gamma$ of the friction force $-\gamma\dot x$ in terms of the local density of states per spin, $\rho$, at site $s$.
\item[(b)] Show that, for equal $F$, $\gamma$ at the end of a semi-infinite chain is four times its value in a doubly infinite chain.
\item[(c)] Does a site far from the end of a semi-infinite chain have the friction of the doubly infinite chain?
\item[(d)] Site $s$ now also has a static energy offset $w$. How does the ratio in (b) change?
\item[(e)] A lithium ion (6.94 u) with kinetic energy 1 eV moves perpendicular to a monatomic gold chain, directly towards or away from one of its atoms. Take $J=1$ eV, atomic spacing 0.27 nm, ion distance $d=0.30$ nm and screening length $\lambda=0.10$ nm, all rough values. Estimate the friction in both positions and judge how well the factor of four survives.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Friction from absorbed power}

The perturbation is $Fx_0\cos\omega t\,|s\rangle\langle s|$. Its part that raises the electron energy by $\hbar\omega$ has amplitude $Fx_0/2$. The golden rule gives the rate from state $i$ to state $f$:
\begin{equation}
R_{i\to f}=\frac{2\pi}{\hbar}\frac{F^2x_0^2}{4}\,|\psi_i(s)|^2|\psi_f(s)|^2\,\delta(E_f-E_i-\hbar\omega).
\end{equation}
The initial state must be occupied and the final state empty, so $-\hbar\omega<E_i<0$. Emission is impossible because the lower states are full. Each transition absorbs $\hbar\omega$. Summing over states, with a factor 2 for spin, turns the squared amplitudes into densities of states:
\begin{align}
P&=2\,\hbar\omega\,\frac{2\pi}{\hbar}\frac{F^2x_0^2}{4}\int_{-\hbar\omega}^{0}\rho(E)\,\rho(E+\hbar\omega)\,dE\nonumber\\
&=\pi\omega F^2x_0^2\int_{-\hbar\omega}^{0}\rho(E)\,\rho(E+\hbar\omega)\,dE .
\end{align}
A friction force dissipates on average $\gamma\langle\dot x^2\rangle=\gamma\omega^2x_0^2/2$. Equating the two powers gives
\begin{equation}
\gamma(\omega)=\frac{2\pi F^2}{\omega}\int_{-\hbar\omega}^{0}\rho(E)\,\rho(E+\hbar\omega)\,dE .
\label{gamw}
\end{equation}
If $\rho$ hardly changes over an energy $\hbar\omega$, the integral is $\hbar\omega\rho^2$, where $\rho$ is taken at the Fermi energy. Then
\begin{equation}
\boxed{\gamma=2\pi\hbar F^2\rho^2.}
\label{gam}
\end{equation}
The square appears because both the state left empty and the state filled need weight on site $s$. The frequency has cancelled, as it must for a force proportional to the instantaneous velocity.

\subsection*{(b) The two densities of states}

In the doubly infinite chain the states are $e^{ikn}/\sqrt{2\pi}$ with $-\pi<k<\pi$. Two values, $\pm k$, share each energy, and $|dE/dk|=2J\sin|k|$. Therefore
\begin{equation}
\rho_{\rm b}(E)=2\cdot\frac{1}{2\pi}\cdot\frac{1}{2J\sin|k|}=\frac{1}{\pi\sqrt{4J^2-E^2}},\qquad \rho_{\rm b}(0)=\frac{1}{2\pi J}.
\end{equation}

Number the sites of the semi-infinite chain $n=1,2,\dots$. The equation at the first site, $E\psi_1=-J\psi_2$, has the same form as in the interior if we set $\psi_0=0$. The states are thus $\sqrt{2/\pi}\,\sin nk$ with $0<k<\pi$, normalized in $k$, and one value of $k$ belongs to each energy:
\begin{equation}
\rho_n(E)=\frac{2}{\pi}\,\frac{\sin^2 nk}{2J\sin k}=\frac{\sin^2nk}{\pi J\sin k}.
\label{rhon}
\end{equation}
At $E=0$, $k=\pi/2$, so $\rho_1(0)=1/(\pi J)$. The end site is an antinode of the standing wave, where the density is twice its spatial average. Inserting both values in (\ref{gam}) gives
\begin{equation}
\gamma_{\rm end}=\frac{2\hbar F^2}{\pi J^2},\qquad
\gamma_{\rm b}=\frac{\hbar F^2}{2\pi J^2},\qquad
\boxed{\frac{\gamma_{\rm end}}{\gamma_{\rm b}}=4.}
\end{equation}

\subsection*{(c) Depth alone is not enough}

At $k=\pi/2$, equation (\ref{rhon}) gives $\rho_n(0)=1/(\pi J)$ for odd $n$ and zero for even $n$. In the limit of slow motion at zero temperature, a site of a perfectly coherent chain therefore has four times the bulk friction or none, however deep it lies. What matters is whether electrons reflected by the end return while the ion is still moving.

To see this, write $\sin^2nk=(1-\cos2nk)/2$. Near the Fermi energy $k\simeq\pi/2+E/(2J)$, and $\sin k\simeq1$, so
\begin{equation}
\rho_n(E)\simeq\rho_{\rm b}(0)\left[1-\sigma\cos(nE/J)\right],\qquad \sigma=(-1)^n .
\end{equation}
The linear form of $k$ requires $n|E|^3\ll24J^3$. Define $\tau_n=n\hbar/J$ and $\theta=\omega\tau_n$. This $\tau_n$ is the echo time: a distance of $2n$ sites covered at the Fermi speed $2J/\hbar$ sites per unit time.

We need averages over the window $-\hbar\omega<E<0$ in (\ref{gamw}). Each single cosine averages to $\sin\theta/\theta$. The product of the two cosines averages to $\frac12(\cos\theta+\sin\theta/\theta)$, by the product-to-sum identity. Hence
\begin{equation}
\frac{\gamma_n(\omega)}{\gamma_{\rm b}}=1+\frac12\cos\theta+\left(\frac12-2\sigma\right)\frac{\sin\theta}{\theta}.
\end{equation}
As $\theta\to0$ this is $2-2\sigma$, which returns the values 4 and 0.

For a single passage of the ion, different frequencies contribute independently to the absorbed energy $W$ at second order in $F$. Let $C(u)=\int\dot x(t)\,\dot x(t+u)\,dt$. A factor $\cos\omega u$ in $\gamma(\omega)$ turns $C(0)$ into $C(u)$, and $\sin\theta/\theta$ is the average of $\cos\omega u$ over $-\tau_n<u<\tau_n$. Thus
\begin{equation}
\frac{W}{\gamma_{\rm b}}=C(0)+\frac12C(\tau_n)+\left(\frac12-2\sigma\right)\frac{1}{2\tau_n}\int_{-\tau_n}^{\tau_n}C(u)\,du .
\end{equation}
If the motion ends before $\tau_n$, then $C(\tau_n)=0$. The last integral becomes the square of the net displacement, and its contribution is zero for a returning ion and otherwise falls as $1/\tau_n$. What remains is $W=\gamma_{\rm b}\int\dot x^2dt$, the bulk result. So a deep site behaves as bulk if the motion is long compared with $\hbar/J$ but short compared with $n\hbar/J$. For a sustained vibration the term $\frac12\cos\theta$ does not decay within this approximation. At zero temperature it fades only through a loss of coherence or at depths where $n(\hbar\omega)^3\gg24J^3$: there the curvature of the band makes the echo phase vary strongly over the energy window, and the cosine averages out slowly, roughly as $[n(\hbar\omega/J)^3]^{-1/2}$. A finite temperature widens the window, so the term also fades once $n\hbar\omega(k_BT)^2$ exceeds a few $J^3$. It also changes the slow limit: at depths $n\gg J/k_BT$ both parities tend to $\frac32\gamma_{\rm b}$ instead of $4\gamma_{\rm b}$ or zero.

Direct time evolution of all occupied orbitals of a 400-site chain tests this. The energy of one site followed a Gaussian pulse of height $0.05J$ and width $20\hbar/J$. Per spin, the end site absorbed $3.519\times10^{-5}J$, against $3.520\times10^{-5}J$ from the friction formula. Sites 150 and 151 both absorbed $8.81\times10^{-6}J$, as the bulk formula predicts, and their parity had no visible effect. Near the end, where echoes return within the pulse, site 3 absorbed 3.97 times as much as site 150, and site 2 only $3\times10^{-6}$ times as much.

\subsection*{(d) A static offset}

Let $g$ be the retarded Green function at site $s$ and $E=0$ without the offset. Its imaginary part is $-\pi\rho$. Its real part vanishes because $\rho(E)$ is even in $E$. So $1/g=i\Gamma$ with $\Gamma=1/(\pi\rho)$, which is $J$ at the end and $2J$ in the bulk. Dyson's equation gives
\begin{equation}
G=\frac{1}{1/g-w}=\frac{1}{i\Gamma-w}=\frac{-w-i\Gamma}{w^2+\Gamma^2},\qquad
\rho(w)=-\frac{{\rm Im}\,G}{\pi}=\frac{\Gamma}{\pi(w^2+\Gamma^2)} .
\end{equation}
With equal $F$ and equal $w$ in both positions,
\begin{equation}
\frac{\gamma_{\rm end}}{\gamma_{\rm b}}=\left[\frac{4J^2+w^2}{2(J^2+w^2)}\right]^2 .
\label{off}
\end{equation}
The ratio is 4 at $w=0$, falls to 1 at $|w|=\sqrt2J$, and tends to $1/4$ for $|w|\gg J$. The end site has one neighbour instead of two, so its level is half as broad. A narrow level has the larger density at its centre and the smaller density in its tail. The factor of four therefore belongs to a level aligned with the Fermi energy.

\subsection*{(e) Lithium beside a gold chain}

Let $c=e^2/(4\pi\varepsilon_0)=1.440$ eV nm. The screened ion lowers the energy of an electron on the facing atom by $(c/d)e^{-d/\lambda}$. Differentiating with respect to $d$ gives the slope
\begin{equation}
F=\frac{c}{d^2}\left(1+\frac{d}{\lambda}\right)e^{-d/\lambda}
=\frac{1.440}{0.0900}\times4\times e^{-3}\ \frac{\rm eV}{\rm nm}=3.19\ \frac{\rm eV}{\rm nm}.
\end{equation}
With $\hbar=0.658$ eV fs,
\begin{equation}
\gamma_{\rm b}=\frac{0.658\times3.19^2}{2\pi\times1^2}\simeq1.06\ \frac{\rm eV\,fs}{\rm nm^2},\qquad
\gamma_{\rm end}=4\gamma_{\rm b}\simeq4.25\ \frac{\rm eV\,fs}{\rm nm^2},
\end{equation}
or $4.5\times10^{-3}$ and $1.8\times10^{-2}$ atomic units. The ion mass is $M=7.19\times10^4$ eV fs$^2$/nm$^2$, so its speed is $v=\sqrt{2\times1/M}=5.27\times10^{-3}$ nm/fs. The stopping force $\gamma v$ is about 0.006 eV/nm in the bulk and 0.022 eV/nm at the end. The corresponding damping times $M/\gamma$ are 68 ps and 17 ps. They express local rates: the ion crosses one screening length in $\lambda/v=19$ fs, and $F$ changes along the way.

At fixed $d$, the same potential violates two assumptions of the model. First, it gives the facing atom a static offset of $-0.239$ eV, which by (\ref{off}) lowers the ratio to 3.68.

Second, it modulates the neighbours. Let each nearest neighbour have slope $pF$. In the bulk, forward scattering between Fermi waves has amplitude proportional to $1+2p$. Backward scattering has $1-2p$, because the phase changes by $\pi$ per site. The friction is multiplied by the mean square, $1+4p^2$. At the end, site 2 is a node and adds nothing. Here $p=0.18$, which gives a ratio of about 3.5; including the more distant atoms gives 3.48.

With the full potential acting on all atoms, both as offset and as modulation, the frictions are 4.17 and 1.25 eV fs/nm$^2$, and their ratio is 3.3. The result is sensitive to the screening length: between $\lambda=0.08$ and 0.15 nm, with the other inputs unchanged, the ratio falls from 3.6 to 2.5 and the end friction rises from 1.3 to 16 eV fs/nm$^2$. It is also sensitive to the distance. The site energy changes by about $F\lambda\simeq0.3J$ over one screening length, so $|Fx|\ll J$ does not hold along the path, and the ratio 3.3 applies only near $d=0.30$ nm: it is 1.8 at 0.20 nm, 3.0 at 0.25 nm and 2.9 at 0.40 nm. For the end site compared with the doubly infinite chain, temperature and finite speed matter far less when taken separately in the one-site model: the ratio is 3.996 at 300 K, and 3.999 at the energy quantum $\hbar v/\lambda=0.035$ eV.

The inputs are rough, and real gold chains depart further from the model. Chains suspended between contacts are only a few atoms long, whereas the echo time equals the 19 fs passage at a depth of 29 sites. Any reflection at the contacts therefore returns during the passage and can change the friction of the interior atoms. For complete reflection from one end, the slow limit there ranges from zero to four times the bulk friction; contacts that reflect nothing leave the bulk value. Partial reflection at both contacts can produce resonances that raise the friction above four times the bulk value. A suspended chain also lacks the free end that the factor of four requires. Chains on a surface also exchange electrons with it. The model omits this exchange, changes of hopping caused by the ion, electron transfer to the ion and the gold $d$ bands. The exponential screening form is borrowed from bulk metals and is only an assumption for an ion in vacuum beside a chain. The ion here stays outside a single chain, so these numbers should not be used for stopping inside a solid.

A gap at the Fermi energy would be more serious. Half-filled chains can acquire one through alternating bonds or electron repulsion. In the time evolution of part (c), alternating bonds with a gap of $0.20J$ reduced the absorbed energy at a bulk site to less than $10^{-6}$ of its ungapped value. If the pulse width is identified with the 19 fs passage, the matching gap in the example is 0.14 eV. The strength of the suppression depends on the shape of the pulse: an ion that turns round sharply supplies more high frequencies than a Gaussian pulse, so its friction is suppressed less. At second order, for the same gap and the width $T=20\hbar/J$, a pulse $\mathrm{sech}^2(t/T)$ keeps about $4\times10^{-3}$ of the ungapped energy and a cusp $e^{-|t|/T}$ about 0.3. The full friction found here still requires a chain that remains metallic on this energy scale. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (hopping = hbar = 1, one spin, pulse width 20)
pulse height: 0.05 hopping; chain length: 400 sites
density of states, end: 0.31829 per hopping
density of states, bulk: 0.15916 per hopping
absorbed energy, end: 3.5190e-05 hopping
friction formula, end: 3.5200e-05 hopping
absorbed energy, site 150: 8.8143e-06 hopping
absorbed energy, site 151: 8.8146e-06 hopping
friction formula, bulk: 8.8116e-06 hopping
absorbed ratio end/site 150: 3.9924
absorbed ratio site 2/site 150: 2.92e-06
absorbed ratio site 3/site 150: 3.9729
absorbed ratio end/bulk, offset 0.5: 2.8063
formula ratio for that pulse: 2.8017
gap of alternating chain: 0.200 hopping
absorbed ratio gapped/uniform: 3.4e-07
EXAMPLE (rough inputs: lithium ion beside a gold chain)
hopping: 1.00 eV; ion kinetic energy: 1.00 eV
spacing: 0.27 nm; ion distance: 0.30 nm
screening length: 0.10 nm; ion mass: 6.94 u
hbar: 0.65821 eV fs; Coulomb constant: 1.43996 eV nm
ion mass: 7.1928e+04 eV fs^2/nm^2
onsite slope F: 3.1863 eV/nm
friction, bulk: 1.0635 eV fs/nm^2
friction, end: 4.2542 eV fs/nm^2
friction, bulk: 4.525e-03 atomic units
friction, end: 1.810e-02 atomic units
ion speed: 5.2731e-03 nm/fs
stopping force, bulk: 5.608e-03 eV/nm
stopping force, end: 2.243e-02 eV/nm
velocity-damping time, bulk: 67.63 ps
velocity-damping time, end: 16.91 ps
NEGLECTED EFFECTS IN THE EXAMPLE
static offset of facing atom: -0.2390 eV
end/bulk ratio with that offset: 3.682
nearest-neighbour slope / F: 0.1835
end/bulk ratio with neighbour slopes: 3.478
friction with full ion potential, end: 4.1674 eV fs/nm^2
friction with full ion potential, bulk: 1.2532 eV fs/nm^2
end/bulk ratio with full ion potential: 3.325
temperature: 300 K; thermal energy: 0.02585 eV
end/bulk ratio at that temperature: 3.9956
passage time, screening length/speed: 18.96 fs
hbar/passage time: 0.0347 eV
end/bulk ratio at that quantum: 3.9992
depth with echo time equal to passage: 28.8 sites
gap matching the gapped test: 0.139 eV
\end{verbatim}
